# Orbital Torque Sign Depends on the Ferromagnet, Not the Source Alone

In a model calculation, one orbital-current source drives two ferromagnetic films that differ in band filling alone. The field-like effective field is $+0.43$ mT in one film and $-0.40$ mT in the other. The damping-like field also reverses, from $+0.25$ to $-0.41$ mT. The current, the source and the sign of the atomic spin-orbit coupling are the same in both, so the sign of the orbital current cannot by itself fix the sign of the torque.

## The counter-example

**The magnet.** Each site of a simple cubic lattice carries the three $t_{2g}$ orbitals $yz$, $zx$, $xy$. With angular momenta in units of $\hbar$,

$$H=h+\lambda\,\mathbf L\cdot\mathbf S-\Delta S_z .$$

Here $\mathbf L$ is the $d$-shell orbital angular momentum projected on the three orbitals: $(L_k)_{ij}=i\epsilon_{kij}$ in the order $yz$, $zx$, $xy$. This is minus an $l=1$ operator, so $[L_x,L_y]=-iL_z$; the parts of the response that are even in $\lambda$ depend on this sign. The majority-spin direction is $\hat{\mathbf m}=\hat z$. The orbital part $h$ is diagonal at each $\mathbf k$, with

$$h_{xy}=-2t(\cos k_x+\cos k_y)-2t'\cos k_z$$

and cyclic partners. The parameters are $t=0.40$, $t'=0.05$, $\lambda=0.08$ and $\Delta=0.60$ eV. The Fermi energy $E$, measured from the band centre, is $+1.50$ eV in the "late" magnet (about 5.6 electrons of 6) and $-1.50$ eV in the "early" one (about 0.4 electrons).

**The source.** It polarizes the electrons around each site in orbital angular momentum along $y$, but not in spin. I describe these surroundings as a bath with occupation $f(\varepsilon-\mu_oL_y)$, where the source sets the sign and size of $\mu_o$. The bath has a flat density of states $\nu$ and couples with amplitude $V$ to every orbital and spin alike. Eliminating it gives the magnet's levels a half width $\gamma=\pi V^2\nu$, here 0.10 eV.

A bath electron of energy $\varepsilon$ in internal state $\chi$ produces the amplitude $GV\chi$ in the magnet, with $G=(\varepsilon+i\gamma-H)^{-1}$. Summing over bath states, with $V^2\nu=\gamma/\pi$, gives

$$\rho=\frac{\gamma}{\pi}\int d\varepsilon\;G\,f(\varepsilon-\mu_oL_y)\,G^\dagger .$$

To first order in $\mu_o$, $f(\varepsilon-\mu_oL_y)=f(\varepsilon)-f'(\varepsilon)\mu_oL_y$. At low temperature $-f'$ selects the Fermi energy, so

$$\delta\rho=\frac{\gamma\mu_o}{\pi}\,G L_yG^\dagger,\qquad G=(E+i\gamma-H)^{-1}. \tag{1}$$

**From spin to torque.** The exchange term turns the electron spin at the rate $i[-\Delta\,\hat{\mathbf m}\cdot\mathbf S,\mathbf S]=-\Delta\,\hat{\mathbf m}\times\mathbf S$. The reaction on the magnet is $\Delta\,\hat{\mathbf m}\times\delta\mathbf S=\Delta(-\delta S_y,\delta S_x,0)$. Thus $\delta S_x$ delivers angular momentum along $y$, which is the damping-like torque, and $\delta S_y$ gives the field-like torque. For a moment of $m$ Bohr magnetons per site, the equivalent field acting on the spin direction is $\mathbf b=\Delta\,\delta\mathbf S/(m\mu_B)$.

**The numbers.** I invert the $6\times6$ matrix in (1) on a uniform mesh of 48 points per axis and average over $\mathbf k$. Per site:

- late: $\delta S_y/\mu_o=+0.0063$ and $\delta S_x/\mu_o=+0.0036$ eV$^{-1}$;
- early: $\delta S_y/\mu_o=-0.0058$ and $\delta S_x/\mu_o=-0.0059$ eV$^{-1}$.

For the source I take a current density $j=10^7$ A/cm$^2$, a resistivity of 50 µΩ cm, an orbital Hall angle of 0.20 and an orbital diffusion length of 2 nm. The electric field is $5\times10^4$ V/m. For a source much thicker than this length, a diffusion estimate, field times Hall angle times length, gives $\mu_o=0.020$ meV. This borrows the formula for spin; for orbital states a prefactor of order one remains, which depends on how the orbital Hall angle is defined and scales all the fields alike.

I let the polarization decay over $\ell=1$ nm in a magnet of thickness $d=5$ nm. The film average then brings in the factor $(\ell/d)(1-e^{-d/\ell})=0.199$. With $m=0.60$ assigned to both films, the late field-like field is

$$b_y=\frac{0.60\times(2.0\times10^{-5})\times0.00629}{0.60\times(5.79\times10^{-5})}\times0.199\ \mathrm T=0.43\ \mathrm{mT}.$$

The other three fields follow in the same way.

## The correct statement

Reversing $\mu_o$ reverses the torque, so the source supplies one sign. The magnet supplies another. Its spin-orbit correlation at the Fermi level is the spectral density

$$C_{yy}=-\frac1\pi\,\mathrm{Im}\,\mathrm{Tr}\,(L_yS_yG).$$

**Without exchange splitting**, for any spin-independent $h$ and to first order in $\lambda$,

$$\delta S_y=\mu_o\,C_{yy}. \tag{2}$$

In a cubic crystal $C_{yy}=C/3$, where $C$ is the spectral density of the full $\mathbf L\cdot\mathbf S$.

**With exchange splitting**, for a time-reversal-symmetric $h$ on a lattice where a sign change on alternate sites turns $h$ into $-h$, the parts of both $\delta S_x$ and $\delta S_y$ that are odd in $\lambda$ reverse when $E\to-E$. The odd part of the correlation reverses too.

### Proof of the correlation rule

Let $g=(E+i\gamma-h)^{-1}$ and $L=L_y$. To first order, $G=g+\lambda g\,\mathbf L\cdot\mathbf S\,g$. The zeroth-order term of $\mathrm{Tr}(S_y\delta\rho)$ vanishes because $\mathrm{Tr}\,S_y=0$. Since $\mathrm{Tr}(S_yS_j)=\delta_{yj}/2$, the first-order term keeps $L_yS_y$ alone:

$$\delta S_y=\frac{\gamma\lambda\mu_o}{2\pi}\,\mathrm{Tr}\left[gLgLg^\dagger+gLg^\dagger Lg^\dagger\right].$$

From $g-g^\dagger=-2i\gamma\,g^\dagger g$ we have $g^\dagger g=(i/2\gamma)(g-g^\dagger)$. Moving factors cyclically so that $g^\dagger g$ appears in each term,

$$\mathrm{Tr}[LgL\,g^\dagger g]+\mathrm{Tr}[Lg^\dagger L\,g^\dagger g]
=\frac{i}{2\gamma}\,\mathrm{Tr}\left[LgLg-LgLg^\dagger+Lg^\dagger Lg-Lg^\dagger Lg^\dagger\right].$$

The two mixed terms are equal by cyclicity and cancel. The remaining two are complex conjugates, so the sum is $-\mathrm{Im}\,\mathrm{Tr}(LgLg)/\gamma$, and

$$\delta S_y=-\frac{\lambda\mu_o}{2\pi}\,\mathrm{Im}\,\mathrm{Tr}(LgLg).$$

Expanding $C_{yy}$ with the same spin trace gives $-(\lambda/2\pi)\,\mathrm{Im}\,\mathrm{Tr}(LgLg)$, which proves (2).

To first order $C_{yy}$ is proportional to $\lambda$, so its sign depends on both $\lambda$ and the states at the Fermi level. If those states have $L_y$ and $S_y$ mostly parallel, so that $C_{yy}>0$, a bath with a surplus of $L_y$ (positive $\mu_o$) gives the magnet a positive $\delta S_y$; if they are mostly antiparallel, $\delta S_y$ is negative.

### Proof of the reversal with filling

Let $U$ be the sign change on alternate sites, so that $UhU^{-1}=-h$, and let $\Theta$ be time reversal. $\Theta$ leaves $h$ and $\mathbf L\cdot\mathbf S$ unchanged and reverses $\mathbf L$ and $\mathbf S$ separately. For $W=U\Theta$,

$$WH_\lambda W^{-1}=-h+\lambda\,\mathbf L\cdot\mathbf S+\Delta S_z=-H_{-\lambda}.$$

Because $W$ is antiunitary it also turns $i\gamma$ into $-i\gamma$, hence

$$WG_\lambda(E)W^{-1}=(E-i\gamma+H_{-\lambda})^{-1}=-G_{-\lambda}(-E).$$

In (1) the two minus signs from $G$ and $G^\dagger$ cancel, while $L_y$ changes sign, so $W\delta\rho_\lambda(E)W^{-1}=-\delta\rho_{-\lambda}(-E)$. The spin operator also changes sign under $W$, and its expectation value is real. Therefore

$$\delta\mathbf S(-E,-\lambda)=\delta\mathbf S(E,\lambda). \tag{3}$$

The same argument applied to the spectral density gives $C(-E,-\lambda)=C(E,\lambda)$, and likewise for $C_{yy}$. At fixed $\lambda$, the odd parts therefore reverse with filling and the even parts do not.

In the late magnet the odd and even parts of $\delta S_y/\mu_o$ are $0.0060$ and $0.0002$ eV$^{-1}$. Those of $\delta S_x/\mu_o$ are $0.0048$ and $-0.0012$ eV$^{-1}$. The early values are $-0.0060+0.0002$ and $-0.0048-0.0012$. This is why the damping-like fields differ in size as well as in sign. Where the even part outweighs the odd one, the total does not reverse: in this model $\delta S_x$ has the same sign at $E$ and $-E$ for $|E|$ up to about 0.15 eV and again from about 1.9 to 2.1 eV.

## What exchange adds

For the $t_{2g}$ bands, let $g_\sigma=(E\pm\Delta/2+i\gamma-h)^{-1}$, with the upper sign for spin up. $L_y$ connects $yz$ with $xy$, while $L_x$ and $L_z$ connect other pairs. Since $g_\sigma$ is diagonal in the orbitals, the first-order orbital trace again keeps $L_yS_y$ alone. With $(S_y)_{\uparrow\downarrow}=-i/2$, the orbital trace of $\delta\rho_{\uparrow\downarrow}$ is $-(i/2)(\gamma\lambda\mu_o/\pi)K$, where

$$K=\mathrm{Tr}\left[Lg_\downarrow Lg_\downarrow^\dagger g_\uparrow+Lg_\uparrow^\dagger Lg_\downarrow^\dagger g_\uparrow\right].$$

The spin components are $\delta S_x=\mathrm{Re}\,\delta\rho_{\uparrow\downarrow}$ and $\delta S_y=-\mathrm{Im}\,\delta\rho_{\uparrow\downarrow}$, so

$$\delta S_y+i\,\delta S_x=\frac{\gamma\lambda\mu_o}{2\pi}K. \tag{4}$$

The inverses of $g_\uparrow$ and $g_\downarrow^\dagger$ differ by $\Delta+2i\gamma$, which gives $g_\downarrow^\dagger g_\uparrow=-(g_\uparrow-g_\downarrow^\dagger)/(\Delta+2i\gamma)$. Insert this in both terms and define $F=\mathrm{Tr}(Lg_\uparrow Lg_\downarrow)$ and $n_\sigma=\mathrm{Tr}(Lg_\sigma^\dagger Lg_\sigma)$:

$$K=-\frac{2i\,\mathrm{Im}F+n_\uparrow-n_\downarrow}{\Delta+2i\gamma}.$$

For the late magnet the $\mathbf k$ averages are $\mathrm{Im}F=-1.624$, $n_\uparrow=1.809$ and $n_\downarrow=3.894$ eV$^{-2}$. Then

$$K=\frac{2.086+3.248i}{0.60+0.20i}=4.75+3.83i\ \mathrm{eV^{-3}}.$$

Multiplying by $\gamma\lambda/2\pi=0.00127$ eV$^2$ gives linear responses of $0.0061$ for $\delta S_y/\mu_o$ and $0.0049$ eV$^{-1}$ for $\delta S_x/\mu_o$.

At first order in $\lambda$, the damping-like part needs split orbital levels. If all orbitals have energy zero, put $u=E+\Delta/2$, $v=E-\Delta/2$, $T=\mathrm{Tr}L_y^2$ and $Q=[(u^2+\gamma^2)(v^2+\gamma^2)]^{-1}$. Then $2\,\mathrm{Im}F=-4\gamma ETQ$ and $n_\uparrow-n_\downarrow=(v^2-u^2)TQ=-2E\Delta TQ$. The numerator becomes proportional to $\Delta+2i\gamma$, and $K=2ETQ$ is real: the linear damping-like torque vanishes.

## Where the correlation misleads

**Beyond first order.** Take an isolated shell of angular momentum $l$ without exchange, and write $X=\mathbf L\cdot\mathbf S$ and $z=E+i\gamma$. Since $X^2=l(l+1)/4-X/2$,

$$G=\frac{z+\lambda/2+\lambda X}{D},\qquad D=z^2+\frac{\lambda z}{2}-\frac{\lambda^2l(l+1)}{4}.$$

The traces needed are $\mathrm{Tr}(S_yL_yX)=T/2$ and $\mathrm{Tr}(S_yXL_yX)=T/4$. The second follows from $\mathrm{Tr}(S_aS_bS_c)=i\epsilon_{abc}/4$ and $\mathrm{Tr}(L_aL_bL_c)=iT\epsilon_{abc}/2$. Inserting $G$ in (1) and in $C_{yy}$, with $\mathrm{Im}D=2\gamma(E+\lambda/4)$,

$$\frac{\delta S_y}{\mu_o}=\frac{\gamma\lambda T}{\pi|D|^2}\left(E+\frac{3\lambda}{4}\right),\qquad
C_{yy}=\frac{\gamma\lambda T}{\pi|D|^2}\left(E+\frac{\lambda}{4}\right).$$

For $\lambda>0$ the signs disagree when $-3\lambda/4<E<-\lambda/4$. This window exists even for weak coupling, because the first-order terms vanish at $E=0$ and the second-order terms decide the sign nearby. Its width, $\lambda/2$, grows with the coupling. With $l=1$, $\lambda=0.4$, $\gamma=0.3$ and $E=-0.2$ eV, the response is $+0.235$ and the correlation $-0.235$ eV$^{-1}$.

**The wrong component.** For an $l=1$ shell with $E=0.2$, $\Delta=1$, $\gamma=0.1$ and $\lambda=0.01$ eV, the full correlation is $C=-0.0034$ eV$^{-1}$. Yet $\delta S_y/\mu_o=+0.0025$ and $C_{yy}=+0.0026$ eV$^{-1}$. The negative sign of $C$ comes from $L_zS_z$, which does not mix the two spin directions and so cannot create transverse spin at first order. In this example the correlation transverse to the magnetization, $C_{yy}$, gives the right sign.

**Size.** In the cubic model at $E=0.5$, $1.0$ and $1.5$ eV, $C_{yy}$ is $0.018$, $0.021$ and $0.021$ eV$^{-1}$, while $\delta S_y/\mu_o$ is $0.0053$, $0.0023$ and $0.0063$ eV$^{-1}$. The signs agree, but proportionality is lost. At $E=0$ the odd parts vanish by (3), leaving small negative values of both spin components.

## Beside a real film

The late magnet shares with nickel a nearly full $d$ shell. Its exchange splitting is on the high side for nickel, and its $e_g$, $s$ and $p$ states are missing. The early magnet mirrors it in filling only, with the same sign of $\lambda$, and is not a named material. The reversal rule does not carry over directly to nickel: on its face-centred cubic lattice no sign change on alternate sites turns $h$ into $-h$, so the proof above does not apply there, and the signs at such fillings have to be computed. The moment of 0.60 Bohr magnetons is nickel's rough value, assigned to both films. With only about 0.4 holes or 0.4 electrons per site, the model's own spin moment cannot exceed about 0.4 Bohr magnetons. It is in fact about 0.25 in both films, and using it instead would enlarge every field by a factor of about 2.4, without changing any sign. The source values are round numbers for a light metal; orbital Hall angles and decay lengths are poorly known, and the fields scale directly with the Hall angle.

In real films the level width also differs from state to state, which the model leaves out. The model also lets the polarized bath supply the whole width; if unpolarized scattering supplies part of it, the prefactor $\gamma$ in (1) is only the polarized share, and all orbital fields shrink by that fraction. Doubling the common width $\gamma$ at fixed $\mu_o$ multiplies the field-like response by 1.5 (late) and 1.7 (early), without changing its sign. Thermal smearing at 300 K changes either component by less than 2%.

Two competing effects act alongside the orbital torque. The Oersted field of a 5 nm source is about 0.31 mT, comparable with the field-like orbital term, and must be separated from it. In a source that thin, the diffusion estimate of $\mu_o$ is also reduced, by the factor $\tanh(5/4)=0.85$ for a diffusion length of 2 nm, and the orbital fields shrink with it. Both estimates of $\mu_o$ neglect the orbital current drawn off by the magnet, which lowers it further. A source may also polarize spins, with bath occupation $f(\varepsilon-2\mu_sS_y)$. In the late magnet, $\mu_s=-0.19\mu_o$ cancels the field-like orbital term; in the early one, $\mu_s=+0.18\mu_o$ does. The same spin bias overwhelms the damping-like orbital term: the total $\delta S_x/\mu_o$ becomes $-0.018$ eV$^{-1}$ (late) and $+0.014$ eV$^{-1}$ (early), reversed in sign and several times larger. Coherent transport through the film and spin-orbit coupling at the interface are left out, and their effect on these numbers is not estimated here. A measured sign can therefore be assigned to the orbital source only after the magnet's response and these competing terms are known.
